# Piezoelectric stiffening of longitudinal sound along the c axis: verification in Python

```python
"""Piezoelectric stiffening of a longitudinal wave along the c axis (6mm).

Result under test: with no free charge the wave has D3 = 0, and therefore
    C33D = C33 + e33**2/eps33,    speed vD = sqrt(C33D/rho).
C33: stiffness at constant electric field (Pa); e33: piezoelectric
constant (C/m^2); eps33: permittivity at constant strain (F/m);
rho: mass density (kg/m^3); S3, E3, D3: strain, field, displacement.
Constitutive law: T3 = C33*S3 - e33*E3,  D3 = e33*S3 + eps33*E3.
Material values are rough typical values for aluminium nitride.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, elementary_charge, k as boltzmann
from scipy.linalg import eig, eigh
from scipy.optimize import brentq

# Rough material values and film thickness
C11, C12, C13, C33, C44 = 400e9, 140e9, 110e9, 390e9, 120e9
e15, e31, e33 = -0.4, -0.6, 1.5
eps11, eps33 = 9.0 * epsilon_0, 9.5 * epsilon_0
rho = 3260.0
thickness = 1e-6

# Derived formulas
stiffening = e33**2 / eps33
C33D = C33 + stiffening
vE, vD = np.sqrt(C33 / rho), np.sqrt(C33D / rho)
K2 = e33**2 / (C33 * eps33)
kt2 = K2 / (1 + K2)
f_open = vD / (2 * thickness)
X_short = brentq(lambda X: kt2 * np.sin(X) - X * np.cos(X), 0.5, np.pi / 2)
f_short = X_short * vD / (np.pi * thickness)


def plate_mode(e_piezo, shorted=False, electrode_mass=0.0, cells=200):
    """Lowest thickness mode of a free plate; field from Coulomb's law.

    Polarization steps make charged sheets at the nodes. Each sheet gives
    a field of +-charge/(2*epsilon_0). D3 = 0 is never imposed.
    electrode_mass is the added mass per area on each face.
    """
    h = thickness / cells
    gradient = (np.eye(cells, cells + 1, 1) - np.eye(cells, cells + 1)) / h
    sheet_charge = np.eye(cells + 1, cells, -1) - np.eye(cells + 1, cells)
    node, cell = np.arange(cells + 1), np.arange(cells)
    side = np.where(node[None, :] <= cell[:, None], 1.0, -1.0)
    coulomb = side @ sheet_charge / (2 * epsilon_0)
    system = np.eye(cells) - (eps33 - epsilon_0) * coulomb
    field_per_strain = np.linalg.solve(system, e_piezo * coulomb)
    if shorted:  # electrode charge adds a field that cancels the voltage
        added = np.linalg.solve(system, np.ones(cells))
        field_per_strain = field_per_strain - np.outer(
            added, field_per_strain.mean(axis=0)) / added.mean()
    stress_per_strain = C33 * np.eye(cells) - e_piezo * field_per_strain
    stiffness = h * gradient.T @ stress_per_strain @ gradient
    stiffness = 0.5 * (stiffness + stiffness.T)
    mass = np.full(cells + 1, rho * h)
    mass[[0, -1]] = rho * h / 2 + electrode_mass
    values, vectors = eigh(stiffness, np.diag(mass))
    strain = gradient @ vectors[:, 1]  # mode 0 is rigid translation
    return np.sqrt(values[1]) / (2 * np.pi), strain, field_per_strain @ strain


# Plate tests; the grid error is of order (pi/cells)^2/24, about 1e-5
f_open_num, strain, field = plate_mode(e33)
f_short_num = plate_mode(e33, shorted=True)[0]
assert abs(f_open_num / f_open - 1) < 1e-4
assert abs(f_short_num / f_short - 1) < 1e-4
assert f_short_num < f_open_num
assert abs(plate_mode(-e33)[0] / f_open_num - 1) < 1e-8
displacement = e33 * strain + eps33 * field
D_residual = np.max(np.abs(displacement)) / np.max(np.abs(e33 * strain))
assert D_residual < 1e-8
electric_energy = 0.5 * eps33 * np.sum(field**2)
elastic_energy = 0.5 * C33 * np.sum(strain**2)
electric_share = electric_energy / (electric_energy + elastic_energy)
assert abs(electric_share - kt2) < 1e-7

# Full tensors for the three-dimensional wave problem
C = np.zeros((6, 6))
C[:3, :3] = [[C11, C12, C13], [C12, C11, C13], [C13, C13, C33]]
C[3, 3] = C[4, 4] = C44
C[5, 5] = (C11 - C12) / 2
e = np.zeros((3, 6))
e[0, 4] = e[1, 3] = e15
e[2, :3] = [e31, e31, e33]
voigt = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
C_tensor = C[voigt[:, :, None, None], voigt[None, None, :, :]]
e_tensor = e[:, voigt]
eps_tensor = np.diag([eps11, eps11, eps33])


def wave_constants(tilt):
    """Values of rho*v^2 and motions; the potential stays an unknown."""
    n = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
    scale = 1e11  # unit of the potential, to balance the matrix
    coupling = np.einsum('kij,k,j->i', e_tensor, n, n) * scale
    matrix = np.zeros((4, 4))
    matrix[:3, :3] = np.einsum('ijkl,j,l->ik', C_tensor, n, n)
    matrix[:3, 3] = matrix[3, :3] = coupling
    matrix[3, 3] = -(n @ eps_tensor @ n) * scale**2
    values, vectors = eig(matrix, np.diag([1.0, 1.0, 1.0, 0.0]))
    keep = np.isfinite(values) & (np.abs(values) < 1e14)
    values, vectors = values[keep].real, vectors[:3, keep].real
    order = np.argsort(values)
    return values[order], vectors[:, order]


axial_values, axial_motion = wave_constants(0.0)
assert len(axial_values) == 3
assert np.allclose(axial_values, [C44, C44, C33D], rtol=1e-9)
longitudinal = axial_motion[:, 2] / np.linalg.norm(axial_motion[:, 2])
assert abs(abs(longitudinal[2]) - 1) < 1e-9
tilt_deg = 2.0
v_tilt = np.sqrt(wave_constants(np.radians(tilt_deg))[0][2] / rho)

# Electrodes as pure mass on both faces (rough molybdenum density)
electrode_thickness, electrode_density = 50e-9, 10200.0
face_mass = electrode_thickness * electrode_density
mass_ratio = 2 * face_mass / (rho * thickness)
X_loaded = brentq(lambda X: np.cos(X) - mass_ratio * X * np.sin(X),
                  0.1, np.pi / 2)
f_loaded = X_loaded * vD / (np.pi * thickness)
f_loaded_num = plate_mode(e33, electrode_mass=face_mass)[0]
assert abs(f_loaded_num / f_loaded - 1) < 1e-4

# Mobile electrons: drift, diffusion, continuity and Gauss's law
temperature, mobility = 300.0, 100e-4
omega, wavenumber = 2 * np.pi * f_open, np.pi / thickness
diffusion = mobility * boltzmann * temperature / elementary_charge
s_diff = diffusion * wavenumber**2 / omega


def screened_constant(density):
    r = elementary_charge * density * mobility / (omega * eps33)
    return C33 + stiffening / (1 + 1j * r / (1 + 1j * s_diff))


def screened_constant_solved(density):
    """Unknowns: D/e33, E*eps33/e33, J/(omega*e33), q*n/(k*e33)."""
    r = elementary_charge * density * mobility / (omega * eps33)
    equations = np.array([[1, -1, 0, 0], [1j, 0, 0, 1],
                          [0, -r, 1, -1j * s_diff], [0, 0, 1j, 1j]])
    scaled_field = np.linalg.solve(equations, np.array([1, 0, 0, 0]))[1]
    return C33 - stiffening * scaled_field


for density in (1e18, 1e21, 1e24):
    assert abs(screened_constant(density)
               / screened_constant_solved(density) - 1) < 1e-10
n_low, n_high = 1e18, 1e24  # per cubic metre
C_low, C_high = screened_constant(n_low), screened_constant(n_high)
v_high = 1 / np.real(1 / np.sqrt(C_high / rho))
loss_low = -C_low.imag / C_low.real
assert loss_low > 0 and abs(v_high / vE - 1) < 1e-3
n_cross = omega * eps33 / (elementary_charge * mobility)

# Adiabatic minus isothermal stiffness, from a free energy
S, th, c0, lam, heat, T0 = sp.symbols('S th c0 lam heat T0', positive=True)
free_energy = c0 * S**2 / 2 - lam * S * th - heat * th**2 / (2 * T0)
theta = sp.symbols('theta', real=True)
free_energy = free_energy.subs(th, theta)
theta_adiabatic = sp.solve(-sp.diff(free_energy, theta), theta)[0]
stress = sp.diff(free_energy, S).subs(theta, theta_adiabatic)
assert sp.simplify(sp.diff(stress, S) - c0 - T0 * lam**2 / heat) == 0
alpha_a, alpha_c, specific_heat = 4.2e-6, 5.3e-6, 740.0
thermal_stress = 2 * C13 * alpha_a + C33 * alpha_c
adiabatic_change = temperature * thermal_stress**2 / (rho * specific_heat)
thermal_conductivity = 200.0
heat_flow_ratio = (thermal_conductivity / (rho * specific_heat)
                   * wavenumber**2 / omega)
assert heat_flow_ratio < 0.1

# Drive level, temperature of use and lattice spacing
strain_amp, breakdown = 1e-4, 1e9
field_amp = e33 * strain_amp / eps33
strain_breakdown = eps33 * breakdown / e33
nonlinearity = 10.0
speed_slope, heating = -25e-6, 100.0
layer_spacing = 0.25e-9
half_phase = wavenumber * layer_spacing / 2
lattice_change = np.sin(half_phase) / half_phase - 1

print(f"Input C33 (constant field): {C33/1e9:.1f} GPa")
print(f"Input e33: {e33:.2f} C/m^2")
print(f"Input eps33/epsilon_0 (constant strain): {eps33/epsilon_0:.2f}")
print(f"eps33: {eps33:.4e} F/m")
print(f"Input density: {rho:.0f} kg/m^3")
print(f"Input film thickness: {thickness*1e6:.2f} um")
print(f"Stiffening e33^2/eps33: {stiffening/1e9:.2f} GPa")
print(f"Stiffened constant C33D: {C33D/1e9:.2f} GPa")
print(f"C33D from full tensor problem: {axial_values[2]/1e9:.2f} GPa")
print(f"Speed without stiffening vE: {vE:.1f} m/s")
print(f"Stiffened speed vD: {vD:.1f} m/s")
print(f"Speed increase: {vD-vE:.1f} m/s = {100*(vD/vE-1):.3f} %")
print(f"K^2: {K2:.5f}; weak-coupling increase K^2/2: {50*K2:.3f} %")
print(f"kt^2: {kt2:.5f}; electric energy share, plate: {electric_share:.5f}")
print(f"Largest |D3|/|e33 S3| in open plate: {D_residual:.1e}")
print(f"Open resonance, formula: {f_open/1e9:.4f} GHz")
print(f"Open resonance, Coulomb plate: {f_open_num/1e9:.4f} GHz")
print(f"Shorted resonance, formula: {f_short/1e9:.4f} GHz")
print(f"Shorted resonance, Coulomb plate: {f_short_num/1e9:.4f} GHz")
print(f"Shorted root X: {X_short:.5f} rad")
print(f"Strain amplitude: {strain_amp:.1e}")
print(f"Field amplitude: {field_amp/1e8:.4f} MV/cm")
print(f"Rough breakdown field: {breakdown/1e8:.0f} MV/cm")
print(f"Strain that would reach breakdown: {strain_breakdown:.3f}")
print(f"Electrode thickness per face: {electrode_thickness*1e9:.0f} nm")
print(f"Rough electrode density: {electrode_density:.0f} kg/m^3")
print(f"Electrode/film mass ratio: {mass_ratio:.3f}")
print(f"Open resonance with electrode mass: {f_loaded/1e9:.3f} GHz")
print(f"Frequency change by electrodes: {100*(f_loaded/f_open-1):.1f} %")
print(f"Speed change at {tilt_deg:.0f} deg tilt: {100*(v_tilt/vD-1):.4f} %")
print(f"Rough speed slope: {speed_slope*1e6:.0f} ppm/K")
print(f"Speed change for {heating:.0f} K: {100*speed_slope*heating:.2f} %")
print(f"Rough expansion a, c: {alpha_a*1e6:.1f}, {alpha_c*1e6:.1f} ppm/K")
print(f"Rough specific heat: {specific_heat:.0f} J/(kg K)")
print(f"Reference temperature: {temperature:.0f} K")
print(f"Adiabatic minus isothermal C33: {adiabatic_change/1e9:.2f} GPa")
print(f"Rough thermal conductivity: {thermal_conductivity:.0f} W/(m K)")
print(f"Heat diffusion rate/omega: {heat_flow_ratio:.4f}")
print(f"Rough elastic nonlinearity coefficient: {nonlinearity:.0f}")
print(f"Nonlinear stiffness change: {100*nonlinearity*strain_amp:.2f} %")
print(f"Rough electron mobility: {mobility*1e4:.0f} cm^2/(V s)")
print(f"Carrier density for sigma = omega*eps33: {n_cross/1e6:.2e} cm^-3")
print(f"Electron diffusion ratio s: {s_diff:.4f}")
print(f"Loss Im/Re of C at {n_low/1e6:.0e} cm^-3: {loss_low:.2e}")
print(f"Speed at {n_high/1e6:.0e} cm^-3: {v_high:.1f} m/s")
print(f"Layer spacing: {layer_spacing*1e9:.2f} nm")
print(f"Speed change by lattice dispersion: {lattice_change:.1e}")
print("finished without a failed check")
```

Output:

```
Input C33 (constant field): 390.0 GPa
Input e33: 1.50 C/m^2
Input eps33/epsilon_0 (constant strain): 9.50
eps33: 8.4115e-11 F/m
Input density: 3260 kg/m^3
Input film thickness: 1.00 um
Stiffening e33^2/eps33: 26.75 GPa
Stiffened constant C33D: 416.75 GPa
C33D from full tensor problem: 416.75 GPa
Speed without stiffening vE: 10937.6 m/s
Stiffened speed vD: 11306.5 m/s
Speed increase: 368.9 m/s = 3.373 %
K^2: 0.06859; weak-coupling increase K^2/2: 3.429 %
kt^2: 0.06419; electric energy share, plate: 0.06419
Largest |D3|/|e33 S3| in open plate: 1.3e-16
Open resonance, formula: 5.6533 GHz
Open resonance, Coulomb plate: 5.6532 GHz
Shorted resonance, formula: 5.5022 GHz
Shorted resonance, Coulomb plate: 5.5022 GHz
Shorted root X: 1.52884 rad
Strain amplitude: 1.0e-04
Field amplitude: 0.0178 MV/cm
Rough breakdown field: 10 MV/cm
Strain that would reach breakdown: 0.056
Electrode thickness per face: 50 nm
Rough electrode density: 10200 kg/m^3
Electrode/film mass ratio: 0.313
Open resonance with electrode mass: 4.352 GHz
Frequency change by electrodes: -23.0 %
Speed change at 2 deg tilt: -0.0270 %
Rough speed slope: -25 ppm/K
Speed change for 100 K: -0.25 %
Rough expansion a, c: 4.2, 5.3 ppm/K
Rough specific heat: 740 J/(kg K)
Reference temperature: 300 K
Adiabatic minus isothermal C33: 1.11 GPa
Rough thermal conductivity: 200 W/(m K)
Heat diffusion rate/omega: 0.0230
Rough elastic nonlinearity coefficient: 10
Nonlinear stiffness change: 0.10 %
Rough electron mobility: 100 cm^2/(V s)
Carrier density for sigma = omega*eps33: 1.86e+15 cm^-3
Electron diffusion ratio s: 0.0718
Loss Im/Re of C at 1e+12 cm^-3: 3.42e-05
Speed at 1e+18 cm^-3: 10937.7 m/s
Layer spacing: 0.25 nm
Speed change by lattice dispersion: -2.6e-08
finished without a failed check
```
